# The Hall factor 315π/512 for ionised-impurity scattering, part 2

A weak-field Hall measurement gives the electron density $n$ through $R_H=-r/(ne)$, where $r$ is the Hall factor. Formulas are in SI form, with $e>0$ and electron charge $-e$. The electric field is $\mathbf F$, the magnetic field $\mathbf B=B\hat{\mathbf z}$, and the current density $J_x$ flows along $x$ with $J_y=0$, so $R_H=F_y/(J_xB)$.

The ideal model has one isotropic parabolic band, $E=\hbar^2k^2/2m=mv^2/2$, Maxwell-Boltzmann statistics and elastic scattering by independent, randomly placed ions of density $N_I$. Collisions between electrons are neglected. The equilibrium distribution is $f_0(E)$, and a prime denotes $d/dE$.

With $x=E/k_BT$ and $\omega=eB/m$, the transport average and the Hall factor at any classical field are

$$\langle g\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty g(x)\,x^{3/2}e^{-x}\,dx ,$$

$$r(B)=\frac{S_2}{S_1^2+\omega^2S_2^2},\quad S_1=\left\langle\frac\tau{1+\omega^2\tau^2}\right\rangle,\quad S_2=\left\langle\frac{\tau^2}{1+\omega^2\tau^2}\right\rangle .$$

An ion gives an electron the potential energy $U(r)=\mp\frac{e^2}{4\pi\varepsilon r}e^{-r/\lambda}$, where $r$ is a distance, $\varepsilon$ the permittivity and $\lambda$ the screening length. Its Fourier transform is $U_q$. For scattering angle $\theta$, $u=1-\cos\theta$ and $q^2=2k^2u$. Section 3 found the relaxation rate

$$\frac1\tau=\frac{N_Imk}{2\pi\hbar^3}\int_0^2uU_q^2\,du ,$$

which for screened ions becomes

$$\boxed{\frac1\tau=\frac{N_Ie^4L}{16\pi\sqrt{2m}\,\varepsilon^2E^{3/2}}}$$

$$L=\ln(1+b)-\frac b{1+b},\qquad b=4k^2\lambda^2.$$

The ideal model freezes $L$ at $E=3k_BT$. Then $\tau=\tau_Tx^{3/2}$, where $\tau_T$ is the value at $E=k_BT$, and $\langle\tau\rangle=8\tau_T/\sqrt\pi$, $\langle\tau^2\rangle=315\tau_T^2/8$ and $r(0)=315\pi/512\approx1.933$. The drift mobility in zero magnetic field is $\mu=e\langle\tau\rangle/m$.

For a general power $\tau\propto x^s$, section 9 gave

$$r=\frac{\Gamma(5/2+2s)\,\Gamma(5/2)}{\Gamma(5/2+s)^2},\qquad s>-\tfrac54 .$$

## 10. How weak the field must be

The identity $1/(1+s^2)=1-s^2+s^4/(1+s^2)$, with $s=\omega\tau$, gives the first corrections:

$$S_1\approx\langle\tau\rangle-\omega^2\langle\tau^3\rangle,\qquad S_2\approx\langle\tau^2\rangle-\omega^2\langle\tau^4\rangle .$$

The remainders are of order $\omega^4$, because the moments that bound them are finite. To order $\omega^2$ the denominator of $r(B)$ is

$$\langle\tau\rangle^2\left[1-2\omega^2\frac{\langle\tau^3\rangle}{\langle\tau\rangle}+\omega^2\frac{\langle\tau^2\rangle^2}{\langle\tau\rangle^2}\right].$$

Dividing $S_2$ by it,

$$\frac{r(B)}{r(0)}\approx1-\omega^2\left[\frac{\langle\tau^4\rangle}{\langle\tau^2\rangle}-\frac{2\langle\tau^3\rangle}{\langle\tau\rangle}+\frac{\langle\tau^2\rangle^2}{\langle\tau\rangle^2}\right].$$

The three terms follow from Gamma functions. In units of $\tau_T^2$,

$$\frac{\langle\tau^4\rangle}{\langle\tau^2\rangle}=\frac{\Gamma(17/2)}{\Gamma(11/2)}=\frac{15}2\cdot\frac{13}2\cdot\frac{11}2\approx268.1,$$

$$\frac{2\langle\tau^3\rangle}{\langle\tau\rangle}=\frac{2\,\Gamma(7)}{\Gamma(4)}=240,\qquad\frac{\langle\tau^2\rangle^2}{\langle\tau\rangle^2}=\left(\frac{315\sqrt\pi}{64}\right)^2\approx76.1 .$$

The bracket is $104.2\,\tau_T^2$. Since $\mu B=\omega\langle\tau\rangle=8\omega\tau_T/\sqrt\pi$, one has $\omega^2\tau_T^2=\pi(\mu B)^2/64$, and

$$\frac{r(B)}{r(0)}\approx1-5.1\,(\mu B)^2 .$$

The coefficient 5.1 makes the condition stricter than $\mu B<1$. By this formula, a relative error in $r$ below 1% requires $\mu B$ below about 0.044. The high moments explain the size of the coefficient: the integrand of $\langle\tau^4\rangle$ is $x^{15/2}e^{-x}$ and peaks at $x=7.5$, where $\tau$ is far above its mean.

In the opposite limit, multiply the numerator and denominator of $r(B)$ by $\omega^2$:

$$r(B)=\frac{\omega^2S_2}{(\omega S_1)^2+(\omega^2S_2)^2}.$$

As $\omega\to\infty$ at fixed $\tau$, $\omega^2\tau^2/(1+\omega^2\tau^2)\to1$ and $\omega\tau/(1+\omega^2\tau^2)\to0$. Both functions are bounded, so the averages follow: $\omega^2S_2\to1$ and $\omega S_1\to0$. Hence $r\to1$. All but the slowest electrons then turn many times between collisions, and such an electron drifts across the crossed fields at a speed independent of $\tau$. The limit is classical and also needs $\hbar\omega\ll k_BT$.

Both limits were tested by integrating the current over three-dimensional velocity space and inverting the conductivity tensor. At $\omega\tau_T=10^{-4}$ the result is 1.93281, against 1.93282 for $315\pi/512$. At $\omega\tau_T=10^3$ it is 1 to the printed accuracy.

## 11. Worked example: lightly doped InSb at 25 K

Take a slab of n-type InSb of thickness $d=0.5$ mm. Its band parameters are rough typical values: $m=0.014$ free-electron masses, a static relative permittivity of 17 and a gap of 0.23 eV. The sample has $n=5\times10^{13}$ cm⁻³ and $N_I=1.5\times10^{14}$ cm⁻³. For singly charged ions this means $10^{14}$ cm⁻³ donors and $5\times10^{13}$ cm⁻³ acceptors: their difference is $n$ and their sum is $N_I$.

At 25 K, $k_BT=2.154$ meV. The screening length $\lambda=\sqrt{\varepsilon k_BT/(ne^2)}$ is 201 nm, and at $E=3k_BT$ one finds $b=384.5$. The frozen logarithm is

$$L=\ln385.5-\frac{384.5}{385.5}=5.954-0.997=4.957 .$$

The rate formula then gives $\tau_T=2.38$ ps, and

$$\langle\tau\rangle=\frac8{\sqrt\pi}\times2.38\ \text{ps}=10.74\ \text{ps}.$$

The drift mobility $e\langle\tau\rangle/m$ is $1.35\times10^6$ cm²/Vs. The Hall mobility, defined as $|R_H|$ times the conductivity $ne\mu$, equals $r\mu$:

$$\mu_H=1.933\times1.35\times10^6=2.61\times10^6\ \text{cm}^2/\text{Vs}.$$

The Hall coefficient is

$$R_H=-\frac{1.933}{(5\times10^{13}\ \text{cm}^{-3})(1.602\times10^{-19}\ \text{C})}=-2.41\times10^5\ \text{cm}^3/\text{C}.$$

For a slab of width $w$ the current density is $J_x=I/(wd)$, and $V_H=F_yw=R_HIB/d$. With $I=100$ µA and $B=0.3$ mT,

$$V_H=\frac{(-0.2413\ \text{m}^3/\text{C})(10^{-4}\ \text{A})(3\times10^{-4}\ \text{T})}{5\times10^{-4}\ \text{m}}=-14.5\ \text{µV}.$$

An analysis with $r=1$ would report $5\times10^{13}/1.933=2.59\times10^{13}$ cm⁻³, about half the true density of the model.

The field has to be this small because the mobility is so large. Here $\mu B=0.0405$, and the formula of section 10 predicts a relative reduction of $5.1\times0.0405^2\approx0.8\%$. Evaluating the full averages gives $r=1.918$, which agrees.

## 12. What the ideal model leaves out

Each value below restores one effect and keeps everything else as in the ideal model, for which $r=1.933$.

**Energy-dependent logarithm: 1.688.** With the parameters used here this is the largest of the six changes listed, and it comes from the impurity scattering itself. Since $dL/db=b/(1+b)^2$ and $b\propto x$, the local exponent of $\tau$ is

$$\frac{d\ln\tau}{d\ln x}=\frac32-\frac{b^2}{(1+b)^2L}\approx\frac32-\frac1L .$$

At $3k_BT$ it is about 1.3 instead of 1.5. The general formula of section 9 with $s=1.3$ gives $r\approx1.69$, which accounts for the computed value. The ideal number is recovered as $L\to\infty$, but slowly: with a screening length $10^4$ times longer, all else held fixed, $r$ is still 1.876.

**Acoustic and piezoelectric phonons: 1.765.** In the rate formula of section 3, replace $N_IU_q^2$ by the corresponding phonon strength. For the deformation potential this is independent of $q$ and gives a rate proportional to $k$. For unscreened piezoelectric coupling it varies as $1/q^2$ and gives a rate proportional to $1/k$. Relative to the impurity rate, which falls as $1/k^3$, both gain weight with energy and shorten the longest relaxation times. The values used are a deformation potential of 10 eV, an elastic constant of 70 GPa and a squared piezoelectric coupling of 0.001. All are rough, and the deformation-potential rate varies as the square of the first. With 20 eV instead of 10 eV the Hall factor would be 1.57, a larger change than that due to the logarithm.

**Nonparabolic band: 1.819.** In a narrow-gap semiconductor $E(1+E/E_g)=\hbar^2k^2/2m$, where $E_g$ is the gap. Differentiation gives $v=\hbar k/m_E$ with $m_E=m(1+2E/E_g)$, so fast electrons are heavier. The impurity rate is proportional to $m_E/k^3$, and the mobility at a given energy, $e\tau/m_E$, is therefore proportional to $k^3/m_E^2$. It rises less steeply than in a parabolic band. The energy dependence of the Bloch-function overlap is left out of this estimate.

**Fermi statistics: 1.919.** The density is 0.05 of the effective density of states of the band, so the electrons are close to nondegenerate. In the strongly degenerate limit $-f_0'$ is concentrated at the Fermi energy, a single value of $\tau$ matters, and $r\to1$.

**Polar optical phonons: 1.905.** The phonon energy of 24 meV is $11.1\,k_BT$. An electron above this energy can emit a phonon. In the ideal model 2.2% of $\langle\tau^2\rangle$ comes from such electrons. The estimate uses the total rate of scattering out of a state as a momentum-loss rate, which is an approximation.

**Finite magnetic field: 1.918**, as found above.

With all six together the Hall factor is 1.48. The separate reductions are not additive: their sum would give about 1.35. The drift mobility in zero field falls less strongly, from $1.35\times10^6$ to $1.15\times10^6$ cm²/Vs.

Some assumptions are not corrected by these numbers:

- Collisions between electrons are left out. They conserve the total momentum, but they pass it between slow and fast electrons and so even out the drift velocities. For $n/N_I=1/3$, and with the same Coulomb logarithm for both kinds of collision, they alone lower the ideal Hall factor to about 1.42 and the drift mobility by about a quarter. This is a larger change than any of the six above.

- The Born parameter $e^2/(4\pi\varepsilon\hbar v)$ is 0.32 at $3k_BT$, which is not very small. Corrections to the Born rate have not been computed.
- The potentials of independent screened ions have the variance $N_I\int U^2d^3r=2\pi N_I\lambda\,(e^2/4\pi\varepsilon)^2$. Its square root is 1.17 meV, about half of $k_BT$, so a uniform band edge is a rough picture for the slower electrons. A sphere of radius $\lambda$ holds only about 1.7 electrons, and the mean ion spacing $N_I^{-1/3}=188$ nm is shorter than $\lambda$, so smooth linear screening and scattering by one ion at a time are rough pictures as well.
- The cube root of the donor density times the donor Bohr radius is 0.30. This is near the usual rough criterion of 0.25 for the merging of donor states with the band, which supports treating the donors as ionised but does not prove it. If the donor levels stayed discrete, with their hydrogenic binding energy of 0.66 meV, about a fifth of the electrons would be bound at 25 K and $n$ would be near $4\times10^{13}$ cm⁻³.

Two others hold well enough here. The Landau spacing $\hbar\omega$ is $0.0012\,k_BT$, and the mean free path at $3k_BT$ is 5 µm, one hundredth of the thickness. In a film, collisions with the surfaces matter well before the thickness falls to 5 µm, because the mean free path grows as $E^2$ and fast electrons dominate $\langle\tau^2\rangle$. With diffusely scattering surfaces and $\mathbf B$ normal to the film, the ideal Hall factor is about 1.91 at the 0.5 mm thickness of the example and about 1.7 at 50 µm.

## 13. Use in a real measurement

Well-purified n-type InSb is known for low-temperature electron mobilities that reach roughly $10^6$ cm²/Vs. The model's mobility is therefore at the high end for real crystals, and the chosen density belongs to very pure material. The ideal factor does not carry over to such a sample: the logarithm alone lowers $r$ from 1.93 to 1.69, and the six effects together lower it to 1.48. Collisions between electrons, which on their own lower the ideal factor to about 1.42, are not included in that number. To see what is at stake, suppose that 1.48 were the true factor of this sample. Inserting 1.93 would then overestimate the density by $1.933/1.481-1\approx31\%$, and inserting 1 would underestimate it by $1-1/1.481\approx32\%$, both relative to the true density. In that case the error left by the ideal factor would be about as large as the error made without any correction.

The field dependence offers a way out. Where a classical range exists with $\mu B\gg1$ and $\hbar\omega\ll k_BT$, the Hall coefficient tends to $-1/(ne)$ whatever the energy dependence of $\tau$, provided that the sample is uniform, one isotropic band carries the current and $n$ does not change with the field. In the example a field one hundred times larger, 30 mT, would give $\mu B\approx4$ and $\hbar\omega\approx0.12\,k_BT$, so such a range begins to open. The limit is not yet reached there: the ideal model still has $r=1.14$ at 30 mT, and 1.04 at 100 mT, where $\hbar\omega\approx0.38\,k_BT$. The approach is slow: in the ideal model $r=1.02$ needs 0.20 T, where $\hbar\omega\approx0.77\,k_BT$, and $r=1.01$ needs 0.36 T, where $\hbar\omega$ exceeds $k_BT$. With the six effects restored, $r$ is 1.02 at 100 mT. For this sample the classical range therefore ends before the plateau is fully reached, and the ratio of the weak-field to the strong-field Hall coefficient gives the weak-field Hall factor of the sample only to a few percent. The complete numerical output follows.

## Table of computed values

```
Hall factor, symbolic: 315*pi/512
Hall factor 315 pi/512: 1.93282
from velocity-space currents, weak field: 1.93281
from velocity-space currents, strong field: 1
Boltzmann equation, largest relative residual: 7.3e-09
INPUTS: n-type InSb, rough typical parameters
mass / free-electron mass: 0.014
static relative permittivity: 17
high-frequency relative permittivity: 15.7
band gap: 0.23 eV
optical phonon energy: 24 meV
deformation potential: 10 eV
elastic constant: 70 GPa
piezoelectric coupling K^2: 0.001
temperature: 25 K
electron density: 5e+13 cm^-3
ionised-centre density: 1.5e+14 cm^-3
magnetic field: 0.3 mT
current: 100 uA
slab thickness: 0.5 mm
IDEAL MODEL
kT: 2.154 meV
screening length: 201.2 nm
b at E = 3kT: 384.5
logarithm L at E = 3kT: 4.957
tau at E = kT: 2.38 ps
mean tau: 10.74 ps
drift mobility: 1.35e+06 cm2/Vs
Hall mobility: 2.609e+06 cm2/Vs
Hall coefficient: -2.413e+05 cm3/C
Hall voltage: -14.48 uV
density inferred with r = 1: 2.587e+13 cm^-3
drift mobility times B: 0.04049
HALL FACTOR WITH ONE EFFECT RESTORED
energy-dependent logarithm: 1.688
same, screening length 10^4 times longer: 1.876
Fermi statistics: 1.919
nonparabolic band: 1.819
acoustic and piezoelectric phonons: 1.765
polar optical phonons: 1.905
finite magnetic field: 1.918
ALL SIX TOGETHER: Hall factor: 1.481
all six together: zero-field drift mobility: 1.147e+06 cm2/Vs
VALIDITY MEASURES
n / effective density of states: 0.05
optical phonon energy / kT: 11.14
share of <tau^2> above phonon energy: 0.02229
Born parameter at 3kT: 0.3193
rms potential fluctuation: 1.166 meV
donor density^(1/3) times Bohr radius: 0.2983
Landau spacing / kT: 0.001152
mean free path at 3kT: 4.984 um
```
